# Thomas precession and the factor 2 in two-electron spin-orbit coupling, part 2

In the two-electron spin-orbit operator of the Breit-Pauli Hamiltonian,

$$H_{\rm SO}^{(2)}=-\frac{\alpha^2}{2}\sum_{i\neq j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\,\mathbf s_j),\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j ,$$

the orbital motion of an electron couples to its own spin (same-orbit) with weight 1 and to its partner's spin (other-orbit) with weight 2. We ask where the asymmetry comes from, whether the ratio is exactly 2, and how large the terms are in a simple two-electron model.

Units are Hartree atomic units with Gaussian fields: the electron has charge $-1$ and mass $1$, $\hbar=1$, and $c=1/\alpha$. Electron $i$ has velocity $\mathbf v_i$, acceleration $\mathbf a_i$, canonical momentum $\mathbf p_i$ and rest-frame spin $\mathbf s_i$; $\mathbf r=\mathbf r_1-\mathbf r_2$. The gyromagnetic factor $g$ is left free. Also $\boldsymbol\beta=\mathbf v/c$, $\gamma=(1-\beta^2)^{-1/2}$, $x^0=ct$, and the metric is $(+,-,-,-)$.

To order $1/c^2$, spin 1 precesses at the rate $\boldsymbol\Omega_1$, with

$$H_{\mathbf s_1}=\boldsymbol\Omega_1\cdot\mathbf s_1,\qquad \boldsymbol\Omega_1=-\frac{1}{2c^2r^3}\,\big[(g-1)\,\mathbf r\times\mathbf p_1-g\,\mathbf r\times\mathbf p_2\big].$$

Larmor precession, $\boldsymbol\Omega_{\rm L}=\frac{g}{2c}\,\mathbf B'$ in the rest-frame magnetic field $\mathbf B'$, gives both terms the weight $g$. The $-1$ is Thomas precession, whose exact rate is

$$\boldsymbol\omega_{\rm T}=\frac{\gamma^2}{\gamma+1}\,\frac{\mathbf a\times\mathbf v}{c^2}\;\longrightarrow\;\frac{\mathbf a\times\mathbf v}{2c^2}\quad(v\ll c).$$

The field $\mathbf E$ of electron 2 gives $\mathbf a_1=-\mathbf E=\mathbf r/r^3$. A fixed nucleus of charge $Z$ at the origin adds $\boldsymbol\Omega=(g-1)Z\,\mathbf l_1/(2c^2r_1^3)$, with $\mathbf l_1=\mathbf r_1\times\mathbf p_1$.

The spin four-vector $S^\mu=(S^0,\mathbf S)$ equals $(0,\mathbf s)$ in the rest frame, which is reached from the laboratory by the pure boost $L(\mathbf v)$:

$$L^0{}_0=\gamma,\qquad L^0{}_i=L^i{}_0=-\gamma\beta_i,\qquad L^i{}_j=\delta_{ij}+\frac{\gamma^2}{\gamma+1}\beta_i\beta_j .$$

With proper time $\tau$, four-velocity $u=\gamma(c,\mathbf v)$, $F^{i0}=E_i$ and $F^{ij}=-\epsilon_{ijk}B_k$, the covariant spin equation is

$$\frac{dS^\mu}{d\tau}=-\frac{g}{2c}\Big[F^{\mu\nu}S_\nu+\frac{u^\mu\,S_\lambda F^{\lambda\nu}u_\nu}{c^2}\Big]-\frac{u^\mu}{c^2}\,S_\lambda\frac{du^\lambda}{d\tau}.$$

### Why the result depends on more than the relative velocity

Add a common velocity $\mathbf u$ to both electrons. The formula changes by

$$\Delta\boldsymbol\Omega_1=-\frac{(g-1)-g}{2c^2r^3}\,\mathbf r\times\mathbf u=\frac{\mathbf a_1\times\mathbf u}{2c^2}.$$

This frame dependence belongs to the definition of the spin. Let $K'$ be the frame in which all velocities are larger by $\mathbf u$. An observer in $K'$ defines the spin by a pure boost from $K'$, so $(0,\mathbf s')=L(\mathbf v+\mathbf u)L(-\mathbf u)L(-\mathbf v)(0,\mathbf s)$ to the order needed. To second order, $L$ has time-space entries $-\boldsymbol\beta$ and spatial block $1+\boldsymbol\beta\boldsymbol\beta^T/2$. The spatial block of a product $L(\mathbf a)L(\mathbf b)L(\mathbf d)$ is then $1+[\frac12(\mathbf a\mathbf a^T+\mathbf b\mathbf b^T+\mathbf d\mathbf d^T)+\mathbf a\mathbf b^T+\mathbf a\mathbf d^T+\mathbf b\mathbf d^T]/c^2$, the mixed terms arising from paths through the time component. Insert $\mathbf a=\mathbf v+\mathbf u$, $\mathbf b=-\mathbf u$, $\mathbf d=-\mathbf v$. The terms $\mathbf u\mathbf u^T$ and $\mathbf v\mathbf v^T$ cancel, and the rest is $\frac12(\mathbf v\mathbf u^T+\mathbf u\mathbf v^T)-\mathbf v\mathbf u^T-\mathbf u\mathbf v^T+\mathbf u\mathbf v^T=\frac12(\mathbf u\mathbf v^T-\mathbf v\mathbf u^T)$. Hence

$$\mathbf s'=\mathbf s+\boldsymbol\theta\times\mathbf s,\qquad \boldsymbol\theta=\frac{\mathbf v_1\times\mathbf u}{2c^2}.$$

The two spins differ by this Wigner rotation, and $\dot{\mathbf s}'=(\boldsymbol\Omega_1+\dot{\boldsymbol\theta})\times\mathbf s'$ at order $1/c^2$, with $\dot{\boldsymbol\theta}=\mathbf a_1\times\mathbf u/2c^2$. This equals $\Delta\boldsymbol\Omega_1$. The difference of one unit between the weights is therefore what Lorentz covariance requires for any $g$. When $\mathbf p_2=-\mathbf p_1$ the two weights add to $2g-1$. For $g=2$ both are positive, so the terms reinforce each other and the combined weight is 3.

### The same weights from Dirac spinors

In the Coulomb gauge, two charge densities interact through the Coulomb energy, and two currents through $-\mathbf j_1\cdot\mathbf A_2/c$ with $\nabla^2\mathbf A_2=-4\pi\mathbf j_{2\perp}/c$, where $\perp$ is the divergence-free part. Retardation of this transverse field adds terms smaller by further powers of $1/c$ and is dropped. This is the Coulomb plus Breit interaction. For the transition $\mathbf p_1\to\mathbf p_1+\mathbf q$, $\mathbf p_2\to\mathbf p_2-\mathbf q$ the matrix element between plane waves is

$$V=\frac{4\pi}{q^2}\big[J_1^0J_2^0-\mathbf J_{1\perp}\cdot\mathbf J_{2\perp}\big],$$

where currents are measured in units of $c$ and $\perp$ now means perpendicular to $\mathbf q$. For a Dirac particle $J^0=u'^\dagger u$ and $\mathbf J=u'^\dagger\boldsymbol\alpha u$. A free spinor has upper part $N\chi$ and lower part $N\,c\,\boldsymbol\sigma\cdot\mathbf p\,\chi/(E+c^2)\approx\boldsymbol\sigma\cdot\mathbf p\,\chi/2c$, where the normalization $N=1+O(1/c^2)$ does not depend on spin. The two-spinor $\chi$ carries the rest-frame spin, $\mathbf s=\boldsymbol\sigma/2$.

The identity $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives both currents. In the density, $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)/4c^2$ has the spin part $i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)/4c^2$, and $\mathbf p'\times\mathbf p=\mathbf q\times\mathbf p$. In the current, $\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p+i\,\mathbf p\times\boldsymbol\sigma$ and $(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma=\mathbf p'-i\,\mathbf p'\times\boldsymbol\sigma$, so $\mathbf J=(\mathbf p+\mathbf p'+i\boldsymbol\sigma\times\mathbf q)/2c$.

A general $g=2(1+a)$ is obtained by adding the Pauli term $a\,\bar u'\,i\sigma^{\mu\nu}q_\nu u/2c$ to the current, with $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$ and $\bar u'=u'^\dagger\gamma^0$. For the spatial current, $\sigma^{ij}=\epsilon_{ijk}\Sigma_k$ and $q_j=-q^j$ give $a\,i\boldsymbol\sigma\times\mathbf q/2c$; the piece with $q_0$ is of order $1/c^3$. For the density, $\sigma^{0j}=i\alpha_j$ gives $a\,u'^\dagger\gamma^0\boldsymbol\alpha\cdot\mathbf q\,u/2c$. The matrix $\gamma^0\boldsymbol\alpha$ has $\boldsymbol\sigma$ in the upper right block and $-\boldsymbol\sigma$ in the lower left, so this equals $a[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)]/4c^2$. Its spin part is $a\,i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p-\mathbf p'\times\mathbf q)/4c^2=2a\,i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)/4c^2$. With $1+2a=g-1$ and $2(1+a)=g$, the spin parts for electron 1 are

$$J_1^0\to(g-1)\,\frac{i\,\mathbf s_1\cdot(\mathbf q\times\mathbf p_1)}{2c^2},\qquad \mathbf J_1\to g\,\frac{i\,\mathbf s_1\times\mathbf q}{2c}.$$

These multiply the spin-free parts for electron 2, $J_2^0=1$ and $\mathbf J_2=(2\mathbf p_2-\mathbf q)/2c$. The vector $\mathbf s_1\times\mathbf q$ is already perpendicular to $\mathbf q$, so the projection changes nothing and the $\mathbf q$ in $\mathbf J_2$ drops out. With $(\mathbf s_1\times\mathbf q)\cdot\mathbf p_2=\mathbf s_1\cdot(\mathbf q\times\mathbf p_2)$,

$$V_{\mathbf s_1}=\frac{4\pi}{q^2}\,\frac{i}{2c^2}\,\mathbf s_1\cdot\big[(g-1)\,\mathbf q\times\mathbf p_1-g\,\mathbf q\times\mathbf p_2\big].$$

For comparison, $\mathbf r/r^3=-\nabla(1/r)$ has the transform $\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,\mathbf r/r^3=-4\pi i\,\mathbf q/q^2$. Inserting it into $H_{\mathbf s_1}$, whose prefactor is $-1/2c^2$, reproduces $V_{\mathbf s_1}$. At this order the same-orbit term comes entirely from the Coulomb interaction, through the small components of the spinors of electron 1, and the other-orbit term comes entirely from the transverse interaction.

### Coefficients and matrix elements

The ratio 2 is a ratio of operator coefficients. For $g=2$ define $\mathbf A_1=-\frac{\alpha^2}{2}\mathbf r_{12}\times\mathbf p_1/r^3$ and $\mathbf A_2=-\frac{\alpha^2}{2}\mathbf r_{21}\times\mathbf p_2/r^3$, and write $\mathbf s_{1,2}=\frac12\mathbf S\pm\frac12\mathbf D$ with $\mathbf S=\mathbf s_1+\mathbf s_2$, $\mathbf D=\mathbf s_1-\mathbf s_2$. Then

$$H_{\rm same}=\mathbf A_1\cdot\mathbf s_1+\mathbf A_2\cdot\mathbf s_2=\tfrac12(\mathbf A_1+\mathbf A_2)\cdot\mathbf S+\tfrac12(\mathbf A_1-\mathbf A_2)\cdot\mathbf D,$$

$$H_{\rm other}=2(\mathbf A_1\cdot\mathbf s_2+\mathbf A_2\cdot\mathbf s_1)=(\mathbf A_1+\mathbf A_2)\cdot\mathbf S-(\mathbf A_1-\mathbf A_2)\cdot\mathbf D .$$

Triplet spin functions are even under exchange of the spins, the singlet is odd, and $\mathbf D$ is odd, so $\mathbf D$ connects only singlet with triplet. The operator $\mathbf S$ annihilates the singlet and acts only within the triplet. For a two-electron system the ratio of other-orbit to same-orbit matrix elements is therefore $+2$ between triplet states and $-2$ between a triplet and a singlet, whatever the spatial functions, as long as the elements do not vanish. With three or more electrons a given pair generally appears in both spin couplings, both parts contribute with different orbital integrals, and this argument fixes no ratio. The exception is a matrix element between states of maximal total spin: every pair is then a triplet, and the ratio is again $+2$.

### Numbers in a two-electron orbit model

Take a Bohr-type model of helium: a fixed nucleus with $Z=2$ and two electrons opposite each other on a circle of radius $R$, each with orbital angular momentum $l=1$ along $z$. It is a classical model that isolates the terms and does not predict the fine structure of the atom. The electrons are $2R$ apart, so the force balance is $v^2/R=Z/R^2-1/(2R)^2$, and $v=l/R$ gives $R=l^2/(Z-\frac14)$. Thus $R=1/1.75=0.571429$ bohr, $r_{12}=1.142857$ bohr, $v=1.75$ a.u., the orbital frequency is $v/R=3.0625$ a.u. and the period is $T=2\pi/3.0625=2.051652$ a.u. With $c=137.035999$, $(v/c)^2=1.6308\times10^{-4}$, which sets the relative size of the neglected terms.

Here $\mathbf r=2\mathbf r_1$ and $\mathbf v_2=-\mathbf v_1$, so $\mathbf r\times\mathbf v_1=2l\,\hat{\mathbf z}$ and $\mathbf r\times\mathbf v_2=-2l\,\hat{\mathbf z}$. The natural unit is

$$k=\frac{|\mathbf r\times\mathbf v_1|}{2c^2r_{12}^3}=\frac{2}{2\,(137.035999)^2(1.142857)^3}=3.56742\times10^{-5}\ \text{hartree}.$$

The nuclear factor is $Zl/(2c^2R^3)=8k$, because $r_{12}^3=8R^3$ and $Zl=2$ equals $|\mathbf r\times\mathbf v_1|$. For $g=2$ the contributions to $\hbar\Omega_z$ of spin 1, which is the energy of spin up minus that of spin down on the fixed orbit, are:

| term | multiple of $k$ | $10^{-5}$ hartree |
|---|---|---|
| nucleus, Larmor | $+16$ | $+57.08$ |
| nucleus, Thomas | $-8$ | $-28.54$ |
| same-orbit, Larmor | $-2$ | $-7.135$ |
| same-orbit, Thomas | $+1$ | $+3.567$ |
| other-orbit | $-2$ | $-7.135$ |
| total | $+5$ | $+17.84$ |

The net same-orbit term is $-k=-3.567\times10^{-5}$ hartree $=-7.83$ cm$^{-1}$, the other-orbit term is $-2k=-7.135\times10^{-5}$ hartree $=-15.66$ cm$^{-1}$, and the total is $5k=1.784\times10^{-4}$ hartree $=39.15$ cm$^{-1}$. The electron-electron part, $-3k$, shows the weight $2g-1=3$ and opposes the net nuclear part, $+8k$. This sign follows from the partner's negative charge together with its opposite motion: at the same positions but with $\mathbf v_2=+\mathbf v_1$, the other-orbit term would be $+2k$ and the electron-electron part $+k$. In one orbit the spin advances by $5kT=3.65956\times10^{-4}$ rad.

The covariant spin equation shows how far these values hold beyond order $1/c^2$. Place the two electrons in the same geometry without the nucleus, take the exact field of a uniformly moving charge (the Coulomb field tensor boosted with $L$), and obtain the instantaneous rate from a central finite difference of the rest-frame spin $L(\mathbf v_1)S$. If only electron 1 moves, the rate is $-3.56728\times10^{-5}$ hartree. If it moves but is held unaccelerated, the rate is $-7.13485\times10^{-5}$ hartree. If only electron 2 moves, the rate is $-7.13543\times10^{-5}$ hartree. The ratio of other-orbit to same-orbit is $2.0002$ for the free electron and $1.0001$ for the unaccelerated one.

The small departures follow from exact formulas, since $\mathbf v\perp\mathbf E$ here. For a boost along $x$, $B'_z=-(L^1{}_0F^{02}+L^1{}_1F^{12})=\gamma(B_z-\beta E_y)$. When electron 1 moves in a static field, this $\gamma$ cancels against the $1/\gamma$ from $d\tau=dt/\gamma$, so the Larmor rate is exactly $-2k$. The free acceleration is $-\mathbf E/\gamma$, because $d(\gamma\mathbf v)/dt=-\mathbf E$ and $\dot\gamma=0$ at that instant, so the Thomas rate is $k\cdot2\gamma/(\gamma+1)\approx k(1+\beta^2/4)$ and the net rate is $-k(1-\beta^2/4)$. When electron 2 moves, the inverse boost multiplies its magnetic field by $\gamma$ and the rate is $-2k(1+\beta^2/2)$. The ratios are $2(1+3\beta^2/4)$ and $1+\beta^2/2$, which for $\beta^2=1.6308\times10^{-4}$ round to $2.0002$ and $1.0001$.

The whole orbit can be treated in the same spirit. Hold both electrons on the circle found above, use the nuclear Coulomb field plus the retarded Liénard-Wiechert field of the charge of electron 2, start the spin in the orbital plane, and integrate the covariant equation over one period with an eighth-order Runge-Kutta method. The angle is $3.65917\times10^{-4}$ rad, which differs from the order-$1/c^2$ value by $-1.060\times10^{-4}$ relative to that value. Repeating the integration on the same orbit with $c$ halved gives a relative difference of $-4.247\times10^{-4}$, larger by a factor $4.005$, so the relative difference scales as $1/c^2$, as terms of order $1/c^4$ in the rate must. The field of the moment of electron 2 is left out of all these numbers.

The last correction is the value of $g$. With the CODATA electron value $g=2.00231930$,

$$\frac{g}{g-1}=\frac{2.00231930}{2.00231930-1}=1.997686 .$$

The ratio of coefficients is exactly 2 in the Breit-Pauli operator built on the Dirac value $g=2$, and slightly below 2 for the physical electron. In this model the anomalous moment moves the ratio further from 2 than the $(v/c)^2$ terms do. That ordering depends on the speed and on the arrangement. The velocity shift $3\beta^2/2$ found above holds when one electron moves at a time, perpendicular to $\mathbf r$; it equals the shift $2-1.997686=0.0023$ from $g$ at $v/c\approx0.039$, a speed of about $5.4$ a.u. The coefficient is not general. If the velocity makes an angle $\vartheta$ with $\mathbf r$, the field of the uniformly moving charge carries the factor $(1-\beta^2)/(1-\beta^2\sin^2\vartheta)^{3/2}$, and the shift becomes $(3\sin^2\vartheta-\frac32)\beta^2$, which changes sign at $45^\circ$. When both electrons move, the split beyond order $1/c^2$ is a convention. Assign the terms in the laboratory electric field of electron 2 to same-orbit and those in its magnetic field to other-orbit. The shift is then $-\beta^2/2$ for a uniformly moving partner with $\mathbf v_2=-\mathbf v_1$, and $+7\beta^2/2$ with the retarded field on the circle, where the ratio is $2.0006$ and the shift would match that from $g$ at $v/c\approx0.026$. In each of these cases the velocity shift grows as $\beta^2$ and is smaller than $0.0023$ at $v=1.75$ a.u. For inner electrons of heavy atoms, where $v/c\sim Z\alpha$ is no longer small, the expansion in $1/c^2$ loses accuracy, and the separation into two terms with constant weights loses accuracy with it. The $1/r^3$ form also presumes that the interaction is a small correction, so the operator is meant for perturbation theory with nonrelativistic wave functions.

Numerical values quoted here were computed with a short program.
